# Counting Telegraph Fluctuators from the Kurtosis of Their Current: a program that tests the result

```python
"""
Result under test: the sum of N independent, identical, symmetric telegraph
fluctuators has excess kurtosis -2/N.
Current I = I0 + (step/2)*sum(s_i), s_i = +1 or -1; each s_i flips at rate
gamma in both directions. Excess kurtosis = mu4/mu2^2 - 3 (central moments).
Also tested: effects of unequal steps, unequal occupation p, Gaussian
background, finite record length T, averaging windows and pair coupling.
Example: rough typical values for a hafnium-oxide type resistive memory cell.
"""
from math import comb, exp, log, sqrt, pi
import numpy as np
from scipy import constants as const
from scipy.linalg import expm
from scipy.optimize import brentq


def shape(values, weights):
    """Variance, skewness and excess kurtosis of a discrete distribution."""
    w = np.asarray(weights, float) / np.sum(weights)
    d = values - np.sum(w * values)
    var = np.sum(w * d**2)
    return (var, np.sum(w * d**3) / var**1.5,
            np.sum(w * d**4) / var**2 - 3)


def configurations(n):
    """All 2^n spin configurations, one per row."""
    bits = (np.arange(2**n)[:, None] >> np.arange(n)) & 1
    return 2.0 * bits - 1.0


def occupation_shape(n, p):
    """Shape of the number of occupied traps, by repeated convolution."""
    w = np.array([1.0])
    for _ in range(n):
        w = np.convolve(w, [1 - p, p])
    return shape(np.arange(n + 1.0), w)


def generator(n):
    """Full Markov generator on 2^n configurations, flip rate 1."""
    q = np.zeros((2**n, 2**n))
    for i in range(2**n):
        for b in range(n):
            q[i, i ^ (1 << b)] = 1.0
        q[i, i] = -n
    return q


def record_coefficient(n):
    """c_N in Var(sample kurtosis) = c_N/(gamma*T)."""
    return (144 * comb(n, 4) + 32 * comb(n, 2)) / n**4


def averaged_excess(x):
    """Excess kurtosis of one fluctuator averaged over gamma*tau = x."""
    u = 2 * x
    m2 = 2 * (u - 1 + exp(-u)) / u**2
    m4 = 24 * (u*u/2 - 2*u + 3 - (u + 3) * exp(-u)) / u**4
    return m4 / m2**2 - 3


def coupled_excess(n, k):
    """Excess kurtosis with weight exp(k * sum over pairs s_i s_j)."""
    total = configurations(n).sum(axis=1)
    return shape(total, np.exp(k * (total**2 - n) / 2))[2]


def simulate(n, samples, x, rng):
    """Sum of n fluctuators sampled at intervals gamma*dt = x."""
    flips = (rng.random((n, samples), dtype=np.float32)
             < (1 - exp(-2 * x)) / 2).astype(np.uint8)
    flips[:, 0] = rng.integers(0, 2, n)
    state = np.bitwise_xor.accumulate(flips, axis=1)
    return n - 2.0 * state.sum(axis=0)


def sample_excess(y):
    d2 = (y - y.mean())**2
    return np.mean(d2 * d2) / np.mean(d2)**2 - 3


# Main result from complete enumeration.
for n in range(1, 11):
    total = configurations(n).sum(axis=1)
    assert abs(shape(total, np.ones(2**n))[2] + 2 / n) < 1e-11

# Common occupation p: kurtosis, skewness and their combination.
for n in (1, 3, 7):
    for p in (0.1, 0.3, 0.45):
        _, skew, kurt = occupation_shape(n, p)
        pq = p * (1 - p)
        assert abs(kurt - (1 - 6 * pq) / (n * pq)) < 1e-10
        assert abs(skew**2 - (1 - 4 * pq) / (n * pq)) < 1e-10
        assert abs(kurt - skew**2 + 2 / n) < 1e-10

# Autocorrelation is the same function for every N.
# Record-length law from the full Markov generator.
for n in range(1, 7):
    q = generator(n)
    y = configurations(n).sum(axis=1) / sqrt(n)
    for t in (0.2, 0.9):
        corr = np.mean(y * (expm(q * t) @ y))
        assert abs(corr - exp(-2 * t)) < 1e-10
    m4 = np.mean(y**4)
    influence = y**4 - m4 - 2 * m4 * (y**2 - 1)
    response = np.linalg.pinv(-q) @ influence
    assert abs(2 * np.mean(influence * response)
               - record_coefficient(n)) < 1e-9
assert abs(record_coefficient(10**5) - 6) < 1e-3

# Window average against the propagated distribution of a fine sum.
slices = 300
for x in (0.1, 0.5, 1.5):
    flip = (1 - exp(-2 * x / slices)) / 2
    down, up = np.zeros(slices + 1), np.zeros(slices + 1)
    down[0], up[1] = 0.5, 0.5
    for _ in range(slices - 1):
        new_down = (1 - flip) * down + flip * up
        new_up = (1 - flip) * up + flip * down
        down, up = new_down, np.roll(new_up, 1)
    fine = shape(np.arange(slices + 1.0), down + up)[2]
    # tolerance: discretization error of order 1/slices^2
    assert abs(fine - averaged_excess(x)) < 1e-4

# Weak coupling slope by finite difference.
for n in (2, 5, 8):
    h = 1e-4
    slope = (coupled_excess(n, h) - coupled_excess(n, -h)) / (2 * h)
    assert abs(slope + 4 * (n - 1) / n) < 1e-5

# ---------------- worked example ----------------
N = 5
mean_current, step, amp_noise = 1000.0, 20.0, 5.0   # nA
dwell, dt, T = 1e-3, 1e-5, 10.0                     # s
temp, hot = 300.0, 358.15                           # K
barrier = 0.5                                       # eV
read_v, film, depth, spacing = 0.1, 5.0, 1.0, 10.0  # V, nm, nm, nm
eps_r = 20.0
gamma = 1 / dwell
kT = const.k * temp / const.e                       # eV

currents = mean_current + step / 2 * configurations(N).sum(axis=1)
var, _, ideal = shape(currents, np.ones(2**N))
sigma_k = sqrt(record_coefficient(N) / (gamma * T))
rel_error = N / 2 * sigma_k


def time_needed(n, accuracy):
    return n**2 * record_coefficient(n) / (4 * gamma * accuracy**2)


# Simulated records: one long one, then an ensemble of shorter ones.
rng = np.random.default_rng(12345)
simulated = sample_excess(simulate(N, int(round(T / dt)), gamma * dt, rng))
assert abs(simulated - ideal) < 4 * sigma_k
records, length, x_step = 400, 20000, 0.05
ensemble = np.array([sample_excess(simulate(N, length, x_step, rng))
                     for _ in range(records)])
predicted_sd = sqrt(record_coefficient(N) / (length * x_step))
ensemble_sd = ensemble.std(ddof=1)
# tolerances: about four standard errors of 400 random records
assert abs(ensemble_sd / predicted_sd - 1) < 0.15
assert abs(ensemble.mean() + 2 / N) < 5 * ensemble_sd / sqrt(records)

# Gaussian background: integrate the blurred current distribution.
grid = np.linspace(-150, 150, 6001)
density = np.zeros_like(grid)
for c in currents - mean_current:
    density += np.exp(-(grid - c)**2 / (2 * amp_noise**2))
blurred = shape(grid, density)[2]
assert abs(blurred - ideal * (var / (var + amp_noise**2))**2) < 1e-8
shot = sqrt(2 * const.e * mean_current * 1e-9 / (2 * dt)) * 1e9

# Unequal steps with the same mean step.
steps = np.array([10.0, 15.0, 20.0, 25.0, 30.0])
assert abs(steps.mean() - step) < 1e-12
uneven = shape(configurations(N) @ steps / 2, np.ones(2**N))[2]
n_eff = np.sum(steps**2)**2 / np.sum(steps**4)
assert abs(uneven + 2 / n_eff) < 1e-10 and n_eff < N

# Level offset caused by the read field.
field = read_v / film                               # V/nm
offset = field * depth                              # eV
p_off = 1 / (1 + exp(offset / kT))
_, skew_off, kurt_off = occupation_shape(N, p_off)
n_repaired = 2 / (skew_off**2 - kurt_off)
assert abs(n_repaired - N) < 1e-9
null_offset = brentq(lambda e: occupation_shape(
    N, 1 / (1 + exp(e / kT)))[2], 0.001, 0.1)
assert abs(null_offset - kT * log(2 + sqrt(3))) < 1e-9
p_null = 1 / (1 + exp(null_offset / kT))

# Averaging over one sampling interval, cold and hot.
x_cold = gamma * dt
speedup = exp(barrier * const.e / const.k * (1 / temp - 1 / hot))
x_hot = x_cold * speedup
k_cold, k_hot = averaged_excess(x_cold) / N, averaged_excess(x_hot) / N

# Coulomb coupling of occupied traps, bare and with one metal electrode.
coulomb = const.e / (4 * pi * const.epsilon_0) * 1e9 / eps_r   # eV nm
w_bare = coulomb / spacing
w_screen = coulomb * (1 / spacing - 1 / sqrt(spacing**2 + 4 * depth**2))
k_bare = coupled_excess(N, -w_bare / (4 * kT))
k_screen = coupled_excess(N, -w_screen / (4 * kT))
assert k_bare > k_screen > ideal

for n in (1, 2, 5, 10, 50):
    print(f"excess kurtosis, N={n}: {occupation_shape(n, 0.5)[2]:.4f}")
print(f"mean current: {mean_current:.0f} nA; step: {step:.0f} nA")
print(f"mean dwell: {dwell*1e3:.1f} ms; flip rate: {gamma:.0f} 1/s")
print(f"record: {T:.0f} s; sampling interval: {dt*1e6:.0f} us")
print(f"telegraph variance, N={N}: {var:.1f} nA^2")
print(f"telegraph rms: {sqrt(var):.2f} nA")
print(f"ideal excess kurtosis: {ideal:.4f}")
print(f"record coefficient c_N: {record_coefficient(N):.4f}")
print(f"standard error of kurtosis: {sigma_k:.4f}")
print(f"relative error of N: {100*rel_error:.2f} percent")
print(f"simulated record kurtosis: {simulated:.4f}")
print(f"N from simulated record: {-2/simulated:.3f}")
print(f"time for 10 percent, N=5: {time_needed(5, 0.1):.2f} s")
print(f"time for 10 percent, N=50: {time_needed(50, 0.1):.0f} s")
print(f"ensemble: {records} records, gamma*T = {length*x_step:.0f}")
print(f"ensemble mean kurtosis: {ensemble.mean():.4f}")
print(f"ensemble sd: {ensemble_sd:.4f}; predicted: {predicted_sd:.4f}")
print(f"amplifier noise: {amp_noise:.1f} nA; shot noise: {shot:.3f} nA")
print(f"with amplifier noise: kurtosis {blurred:.4f}, N {-2/blurred:.3f}")
print("unequal steps (nA):", *[f"{a:.0f}" for a in steps])
print(f"unequal steps: kurtosis {uneven:.4f}, N {-2/uneven:.3f}")
print(f"temperature: {temp:.0f} K; kT: {kT*1e3:.2f} meV")
print(f"read voltage: {read_v:.1f} V; film: {film:.0f} nm")
print(f"trap depth: {depth:.0f} nm; read field: {field*10:.2f} MV/cm")
print(f"level offset: {offset*1e3:.1f} meV; occupation: {p_off:.4f}")
print(f"with offset: kurtosis {kurt_off:.4f}, N {-2/kurt_off:.3f}")
print(f"with offset: skewness {skew_off:.4f}")
print(f"N repaired with skewness: {n_repaired:.3f}")
print(f"offset for zero kurtosis: {null_offset*1e3:.2f} meV")
print(f"occupation for zero kurtosis: {p_null:.4f}")
print(f"300 K averaging: gamma*tau {x_cold:.4f}, N {-2/k_cold:.3f}")
print(f"barrier: {barrier:.1f} eV; hot temperature: {hot:.2f} K")
print(f"rate increase when hot: {speedup:.2f} times")
print(f"hot averaging: gamma*tau {x_hot:.4f}, N {-2/k_hot:.3f}")
print(f"trap spacing: {spacing:.0f} nm; permittivity: {eps_r:.0f}")
print(f"bare pair energy: {w_bare*1e3:.3f} meV")
print(f"bare coupling: kurtosis {k_bare:.4f}, N {-2/k_bare:.3f}")
print(f"screened pair energy: {w_screen*1e3:.3f} meV")
print(f"screened coupling: kurtosis {k_screen:.4f}, N {-2/k_screen:.3f}")
print("all assertions hold")
```

Output:

```
excess kurtosis, N=1: -2.0000
excess kurtosis, N=2: -1.0000
excess kurtosis, N=5: -0.4000
excess kurtosis, N=10: -0.2000
excess kurtosis, N=50: -0.0400
mean current: 1000 nA; step: 20 nA
mean dwell: 1.0 ms; flip rate: 1000 1/s
record: 10 s; sampling interval: 10 us
telegraph variance, N=5: 500.0 nA^2
telegraph rms: 22.36 nA
ideal excess kurtosis: -0.4000
record coefficient c_N: 1.6640
standard error of kurtosis: 0.0129
relative error of N: 3.22 percent
simulated record kurtosis: -0.3973
N from simulated record: 5.034
time for 10 percent, N=5: 1.04 s
time for 10 percent, N=50: 332 s
ensemble: 400 records, gamma*T = 1000
ensemble mean kurtosis: -0.3966
ensemble sd: 0.0399; predicted: 0.0408
amplifier noise: 5.0 nA; shot noise: 0.127 nA
with amplifier noise: kurtosis -0.3628, N 5.512
unequal steps (nA): 10 15 20 25 30
unequal steps: kurtosis -0.5615, N 3.562
temperature: 300 K; kT: 25.85 meV
read voltage: 0.1 V; film: 5 nm
trap depth: 1 nm; read field: 0.20 MV/cm
level offset: 20.0 meV; occupation: 0.3157
with offset: kurtosis -0.2742, N 7.294
with offset: skewness 0.3547
N repaired with skewness: 5.000
offset for zero kurtosis: 34.05 meV
occupation for zero kurtosis: 0.2113
300 K averaging: gamma*tau 0.0100, N 5.013
barrier: 0.5 eV; hot temperature: 358.15 K
rate increase when hot: 23.11 times
hot averaging: gamma*tau 0.2311, N 5.327
trap spacing: 10 nm; permittivity: 20
bare pair energy: 7.200 meV
bare coupling: kurtosis -0.2284, N 8.757
screened pair energy: 0.140 meV
screened coupling: kurtosis -0.3957, N 5.054
all assertions hold
```
